Zero-Field Splitting of a Spin-Triplet Defect from Magnetic Dipole Interaction

**1. Two spins at a fixed distance**

Let two electrons sit at fixed points a distance R apart on the z axis, with their spins in a triplet. Each carries a moment −gμB s, where s is dimensionless. The magnetic dipole energy is

H = (C/R³)(s1·s2 − 3 s1z s2z),  C = μ0 g² μB²/4π. (1)

In every triplet state s1·s2 = 1/4. For m = ±1 the spins are parallel along z, so s1z s2z = 1/4, while for m = 0 it is −1/4. Hence

E(±1) = (C/R³)(1/4 − 3/4) = −C/(2R³),
E(0) = (C/R³)(1/4 + 3/4) = C/R³. (2)

The three levels add to zero, and the splitting without any applied field is

D = E(±1) − E(0) = −3C/(2R³). (3)

The states m = ±1 lie lower because parallel moments placed head to tail attract. Had the line joining the electrons pointed along another axis, the term 3(s1·r̂)(s2·r̂) would have involved the spin components along that axis. The three energies would be the same, but the states belonging to them would turn with the line. The interaction therefore records the length of the separation in its energies and the direction in its states. In a defect both are spread over a wavefunction, and the number D becomes a tensor.

**2. The interaction and its first-order average**

Let the electrons occupy orthonormal real orbitals a and b. The triplet spin states χ_m are symmetric under exchange, so the spatial factor is antisymmetric:

Φ(1,2) = [a(1)b(2) − b(1)a(2)]/√2. (4)

We assume that this orbital state is non-degenerate and well separated from others, that g is isotropic, and that one such function describes the two unpaired electrons. Paired electrons are left out.

With r = r1 − r2, the interaction of two moments at arbitrary positions is

H = C Σ_ij T_ij s1i s2j − (8π/3) C s1·s2 δ(r),
T_ij = (r²δ_ij − 3r_i r_j)/r⁵. (5)

The second term is the contact part of the dipole field. Since Φ vanishes when r1 = r2, its average is zero. T is symmetric, and its trace is (3r² − 3r²)/r⁵ = 0.

The states Φχ_m are degenerate before H is added. First-order perturbation theory requires the matrix of H among them. Space and spin factorize, so

⟨Φχ_m|H|Φχ_m'⟩ = C Σ_ij ⟨T_ij⟩ ⟨χ_m|s1i s2j|χ_m'⟩,
⟨T_ij⟩ = ∫∫ |Φ|² T_ij d³r1 d³r2. (6)

**3. From two spins to the total spin**

Let S = s1 + s2. Multiplying out, and using the fact that operators of different electrons commute,

S_iS_j + S_jS_i = (s1i s1j + s1j s1i) + (s2i s2j + s2j s2i) + 2(s1i s2j + s1j s2i). (7)

For spin one-half, s_i s_j + s_j s_i = δ_ij/2. The first two brackets therefore add to δ_ij. Multiply (7) by ⟨T_ij⟩ and sum over i and j. The δ_ij term gives the trace, which is zero. By symmetry of T, the left side becomes 2Σ⟨T_ij⟩S_iS_j and the last term becomes 4Σ⟨T_ij⟩s1i s2j. Thus

Σ_ij ⟨T_ij⟩ s1i s2j = ½ Σ_ij ⟨T_ij⟩ S_iS_j. (8)

Inserting (8) in (6) gives the effective spin Hamiltonian

H = Σ_ij S_i D_ij S_j,  D_ij = (C/2)⟨Φ|(r²δ_ij − 3r_i r_j)/r⁵|Φ⟩. (9)

The factor ½ arises because S_iS_j contains each cross product of the two electrons twice. The tensor is real and symmetric, so it has three perpendicular principal axes, and it inherits the zero trace of T.

Choose z as the principal axis with the largest |D_zz|, and define

D = (3/2)D_zz,  E = (D_xx − D_yy)/2. (10)

Zero trace gives D_xx + D_yy = −D_zz = −2D/3, so D_xx = −D/3 + E and D_yy = −D/3 − E. With S_x² + S_y² = 2 − S_z² for S = 1,

H = (−D/3)(2 − S_z²) + (2D/3)S_z² + E(S_x² − S_y²)
 = D(S_z² − 2/3) + E(S_x² − S_y²). (11)

To read off the levels, take the state |k⟩ with S_k|k⟩ = 0. For k = z this is m = 0, and S_x|0⟩ = (|1⟩ + |−1⟩)/√2 gives S_x²|0⟩ = |0⟩. The same holds for S_y², and for the other axes by rotation. Its energy is then the sum of the other two principal values, which is −D_k:

E_z = −2D/3,  E_x = D/3 − E,  E_y = D/3 + E. (12)

For the fixed spins of Section 1, T_zz = (R² − 3R²)/R⁵ = −2/R³. Equation (9) gives D_zz = −C/R³, and (10) returns (3).

**4. Direct and exchange parts**

Squaring (4) gives

|Φ|² = ½[a²(1)b²(2) + b²(1)a²(2)] − a(1)b(1)a(2)b(2). (13)

T does not change when r changes sign, so the first two terms contribute equally. Write T_ij[ρ,ρ'] for the integral of ρ(1)ρ'(2)T_ij. Then

⟨T_ij⟩ = T_ij[a²,b²] − T_ij[ab,ab]. (14)

The kernel grows as 1/r³ at short distance, so convergence needs attention. Put r1 = X + r/2 and r2 = X − r/2. To first order in r,

a(1)b(2) = ab + ½ r·(b∇a − a∇b),
b(1)a(2) = ab − ½ r·(b∇a − a∇b), (15)

with everything on the right taken at X. Therefore Φ ≈ r·(b∇a − a∇b)/√2 and |Φ|² is of order r². With the volume element r²dr, the integrand in (6) behaves as r²·r⁻³·r² = r, and the full integral converges absolutely.

The separate parts of (14) do not have this protection. Their densities stay finite at r = 0, which leaves ∫dr/r multiplied by an angular integral that vanishes. They are defined here by integrating over angles first, that is, by cutting out a small sphere. A cut of another shape would add a constant times the coincidence density, ∫a²b² for the direct part and ∫(ab)(ab) for the exchange part. These are equal, so the difference is unaffected.

A form suited to computation moves the derivatives onto the densities. Differentiating 1/r away from the origin gives (3r_i r_j − r²δ_ij)/r⁵. The trace of ∂_i∂_j(1/r) must be −4πδ(r), and with a spherical cut this is shared equally among the three axes:

∂_i∂_j(1/r) = −T_ij − (4π/3)δ_ij δ(r). (16)

Define

M_ij[ρ,ρ'] = ∫∫ [∂_iρ(1)][∂_jρ'(2)]/r12 d³r1 d³r2. (17)

Two integrations by parts move the derivatives onto 1/r12, and their two minus signs cancel. A derivative with respect to r2 is minus one with respect to r, so M contains −∂_i∂_j(1/r). By (16),

M_ij[ρ,ρ'] = T_ij[ρ,ρ'] + (4π/3)δ_ij ∫ρρ' d³r. (18)

The contact integrals of the direct and exchange parts are again equal. Hence

D_ij = (C/2){M_ij[a²,b²] − M_ij[ab,ab]}. (19)

**5. An s and a p orbital on one centre**

A case solvable by hand shows what exchange does. Take a ∝ exp(−αr²) and b ∝ z exp(−αr²) about the same point. Since r1² + r2² = 2X² + r²/2 and z2 − z1 = −z,

|Φ|² ∝ z² exp(−αr²) exp(−4αX²). (20)

The integral over X cancels against normalization. With weight cos²θ, the mean of cos²θ is (1/5)/(1/3) = 3/5, so the angular average of 1 − 3cos²θ is −4/5. The radial average is

⟨r⁻³⟩ = ∫r e^(−αr²)dr / ∫r⁴e^(−αr²)dr
 = [1/(2α)]/[3√π/(8α^(5/2))] = 4α^(3/2)/(3√π). (21)

The product is

⟨T_zz⟩ = −16α^(3/2)/(15√π). (22)

It is negative, as for the head-to-tail spins of Section 1, because the antisymmetric function favours separations along z.

The parts follow from z1 = Z + z/2 and z2 = Z − z/2. After averaging over Z, the direct density carries the factor z2² → ⟨Z²⟩ + z²/4, the cross term being odd. The exchange density carries z1z2 → ⟨Z²⟩ − z²/4. The terms in ⟨Z²⟩ are isotropic in r and drop out on angular integration. What remains is equal and opposite, so each part supplies half of (22).

For α = 0.80 bohr⁻², equation (22) gives −0.4306 bohr⁻³. Quadrature over r gives −0.2153 for the direct part and +0.2153 for the exchange part, and the derivative form (17), less one third of its trace as (18) requires, reproduces both within 10⁻⁷ bohr⁻³. Dropping exchange would halve the splitting here.

**6. Three dangling bonds around a vacancy**

Consider a defect with threefold symmetry about z and three equivalent dangling hybrids c1, c2, c3. Let s be the overlap of any two. The two unpaired electrons occupy the degenerate pair

e_x = (2c1 − c2 − c3)/√[6(1−s)],
e_y = (c2 − c3)/√[2(1−s)]. (23)

The norms follow from 4 + 1 + 1 − 4s − 4s + 2s = 6(1−s) and 2 − 2s. Although the orbitals are degenerate, the triplet that fills both once is a single orbital state, as Section 2 requires.

Let [jk] = [c_j(1)c_k(2) − c_k(1)c_j(2)]/√2, so that [kk] = 0 and [kj] = −[jk]. Antisymmetrizing the numerators of (23) gives

2[12] − 2[13] − [22] + [23] − [32] + [33] = 2([12] + [23] + [31]). (24)

Dividing by √12(1−s) yields

Φ = {[12] + [23] + [31]}/[√3(1−s)]. (25)

No term places both electrons in the same hybrid. Each electron is spread over three atoms, yet the pair occupies two different hybrids at a time.

For compact hybrids far apart, s is negligible. Interference between, say, [12] and [23] requires an overlap density of two distant hybrids and can be dropped. Each pair then has probability 1/3. Its separation lies in the plane, so T_zz = 1/R³, and

D = (3/2)(C/2)(1/R³) = 3C/(4R³). (26)

The mean of cos²φ over the three pair directions is 1/2, giving ⟨T_xx⟩ = ⟨T_yy⟩ = (1 − 3/2)/R³ = −1/(2R³). The trace is zero, and E = 0. The sign is now positive: with the separations spread evenly over directions in the plane normal to z, m = 0 lies lowest.

The same counting shows how exchange enters. The weights of e_x² on the sites are 2/3, 1/6, 1/6, and those of e_y² are 0, 1/2, 1/2. The direct product places the electrons on one site with weight 1/12 + 1/12 = 1/6. The exchange density e_x e_y has site weights 0, −1/√12, +1/√12. Its same-site contribution is also 1/12 + 1/12, on the same two sites, and subtracting it removes the double occupation. Its different-site weight is −1/6, which on subtraction raises 5/6 to 1.

**7. Numbers for a vacancy in diamond**

The negatively charged nitrogen-vacancy centre in diamond has this structure. It can be made by implanting nitrogen and annealing, so that vacancies move and are caught. The model keeps the three carbons next to the vacancy at a mutual distance of 0.270 nm, a rough relaxed value. Each hybrid is one quarter s and three quarters p, points at the vacancy, and is built from STO-3G carbon functions. The 2s function is made orthogonal to 1s on its own atom. This fixes the orbitals by hand; it is not a self-consistent calculation of the defect.

With C/h = 0.05204 GHz nm³, point dipoles at the nuclei give

D/h = 0.75 × 0.05204/0.270³ = 1.98 GHz. (27)

The hybrids, however, lean inward. Their centroids lie 0.0388 nm from the nuclei towards the vacancy. The in-plane component of that direction is √(8/9) = 0.943, and a radial shift changes the side of the triangle √3 times as much. The distance between centroids is 0.270 − √3 × 0.943 × 0.0388 = 0.2066 nm, and (26) then gives 4.43 GHz. A shift of less than 0.04 nm more than doubles the estimate.

The full integral has ⟨T_zz⟩ = 0.015835 bohr⁻³. One bohr is 0.052918 nm, so this is 106.9 nm⁻³, and

D/h = 0.75 × 0.05204 × 106.9 = 4.17 GHz, (28)

or 17.2 μeV. The principal values are D_zz = 2.78 GHz and D_xx = D_yy = −1.39 GHz; E vanishes to rounding. The m = 0 level lies at −2.78 GHz and the m = ±1 pair at +1.39 GHz. The hybrid overlap is 0.086. Finite size and overlap together lower D by 6% relative to point dipoles at the centroids.

Two tests bear on this number. Evaluating (6) directly with 800,000 random pairs of positions gives 4.143 ± 0.027 GHz, about one standard error from (28). Moving the carbons 3.0 nm apart gives a ratio to the centroid form of (26) of 1.0004. Relative to point dipoles at the nuclei the ratio is 1.067, so the centroid is the better position for the dipole even there.

The direct part of D is 2.40 GHz and the exchange part, with its sign, adds 1.77 GHz. The point-site counting of Section 6 would have split the total as 5/6 and 1/6, or 3.48 and 0.70 GHz. The counting omits the dipole integrals of same-site and overlap densities, and these two make up the difference. The normalization factor 1/(1−s)² multiplies the direct and exchange parts alike: it changes their size but not their ratio. The trace of the direct M is 0.155642 bohr⁻³, equal to 4π times the contact integral found on a spatial grid, as (18) demands.

**8. The real centre and the limits of the model**

The measured splitting of the nitrogen-vacancy centre is roughly 2.9 GHz, so the model is too high by more than 40% relative to experiment. Its sign and order of magnitude are right. The effect of three inputs was estimated:

- Distance. At the unrelaxed separation of 0.252 nm, with the hybrid shape fixed, D rises to 5.2 GHz. Near 0.270 nm the logarithmic slope d ln D/d ln R is −3.4. Rigid point dipoles at the centroids would give −3 × 0.270/0.2066 = −3.9.
- Hybrid shape. Reducing the s-weight from 0.25 to 0.10 at fixed distance lowers D to 3.6 GHz.
- Spin outside the three carbons. If each electron spends a rough 10% of its time elsewhere, and pairs with either electron elsewhere are taken to contribute nothing, D falls by the factor 0.9² = 0.81, a loss of 0.8 GHz.

In the real defect some spin does lie on other atoms, and this last assumption alone moves the model to about 3.4 GHz. Applying the change of s-weight as well would bring it near 2.9 GHz. Since both inputs are rough, that agreement is no evidence for either. Correlation and spin polarization of the paired electrons are also missing and have not been sized.

Residual implantation damage can break the threefold symmetry. Moving one carbon outward by 0.001 nm, with the hybrid directions and the orbital combinations (23) held fixed apart from orthonormalization, gives |E| = 9.5 MHz. The levels m = ±1 then mix and, by (12), separate by 2|E| = 19 MHz. In a real crystal the orbitals would also respond.

For a rough thermal expansion of 10⁻⁶ per kelvin near 300 K, the slope gives dD/dT = −3.387 × 10⁻⁶ × 4.17 GHz = −14 kHz/K. The measured coefficient near room temperature is roughly −70 kHz/K. Uniform expansion in this model therefore accounts for about a fifth of it; that lattice vibrations supply much of the rest is a conjecture here. At 300 K, kT/h is 6251 GHz and hD/kT is 6.7 × 10⁻⁴, so in thermal equilibrium the three levels are almost equally populated.

Spin-orbit coupling also splits a triplet, in second order, by an amount of the order of λ²/Δ, where λ is a coupling element and Δ an excitation energy. Between real orbitals the orbital angular momentum is imaginary and antisymmetric, so its average in any one hybrid is zero. Elements among the three dangling orbitals therefore arise from overlap between sites. With bare carbon charges the largest is 7.3 GHz, against 1661 GHz for a carbon 2p shell treated in the same way. For a rough gap of 1 eV, or 241,799 GHz,

λ²/Δ = 7.31²/241,799 GHz = 0.22 MHz. (29)

This is small beside (28), but it is an estimate within three orbitals and not a bound. Coupling to other orbitals on the same atoms can involve elements of atomic size and is not included. A single element of 1661 GHz over a rough gap of 10 eV would give λ²/Δ of about 1 GHz. Bare charges overstate such elements and only the anisotropic part of their sum splits the triplet, but (29) alone does not show that spin-orbit coupling is negligible in the real centre. For defects with heavy atoms or close-lying orbital states, λ²/Δ can rival the dipole term. A tensor S·D·S may then still describe the levels, but (9) no longer gives its full value. If the orbital state itself is degenerate, spin and orbital motion must be diagonalized together, and the separation made in (6) fails.

The remaining values are listed in the numerical output below.

Calculated quantities

```
dipole constant C/h = 0.05204 GHz nm^3
g factor = 2.00232
s-p test: exponent = 0.80 bohr^-2
s-p test: direct T_zz = -0.215307 bohr^-3
s-p test: exchange T_zz = 0.215307 bohr^-3
s-p test: direct - exchange = -0.430615 bohr^-3
carbon-carbon distance R = 0.270 nm
overlap of two hybrids = 0.0864
lobe centroid shift to vacancy = 0.0388 nm
distance of lobe centroids = 0.2066 nm
trace of direct M = 0.155642 bohr^-3
4 pi x contact integral = 0.155642 bohr^-3
trace of direct - exchange = 1.7e-16 bohr^-3
<T_zz> = 0.015835 bohr^-3
D_xx = -1.3903 GHz
D_yy = -1.3903 GHz
D_zz = 2.7805 GHz
direct part of D = 2.3995 GHz
exchange part of D (sign included) = 1.7713 GHz
D = 4.1708 GHz
D in energy = 17.249 micro-eV
|E| = 1.2e-15 GHz
level m=0: -2.7805 GHz
levels m=+1,-1: 1.3903 GHz
Monte Carlo D = 4.143 +- 0.027 GHz
Monte Carlo norm = 0.9977 +- 0.0039
point dipoles at nuclei: D = 1.9830 GHz
point dipoles at centroids: D = 4.4274 GHz
far test: R = 3.0 nm
far D / centroid point-dipole D = 1.00044
far D / nuclear point-dipole D = 1.06667
unrelaxed R = 0.2524 nm (lattice 0.357 nm)
D at unrelaxed R = 5.2210 GHz
D with s-weight 0.10 instead of 0.25 = 3.5879 GHz
d ln D / d ln R = -3.387
thermal expansion (rough) = 1.0e-06 1/K
dD/dT from expansion = -14.13 kHz/K
outward push of one carbon = 0.0010 nm
E from that push = 9.47 MHz
spin leakage per electron (rough) = 0.10
loss of D from leakage, about 0.792 GHz
atomic 2p spin-orbit, bare charge = 1661.4 GHz
largest spin-orbit element in model = 7.31 GHz
excitation gap (rough) = 1.0 eV = 241799 GHz
second-order spin-orbit size = 0.221 MHz
kT/h at 300 K = 6251 GHz
hD/kT at 300 K = 6.67e-04
```
